\section*{Bias-dependent WKB exponent of a silica–hafnia tunnel barrier}

A leakage calculation for a silica–hafnia gate stack must settle how the applied voltage is divided between the two oxides, and whether one tunnelling mass may stand for both. Both choices enter an exponent, so a modest error there becomes a factor of several in the transmission. The exponent derived here divides the voltage by permittivity and keeps a separate mass in each layer.

Let an electron travel in the direction of increasing $x$, first through silica (layer 1) and then through hafnia (layer 2). Layer $i$ has thickness $t_i$, relative permittivity $\varepsilon_i$ and tunnelling mass $m_i$. The symbol $V>0$ denotes the electrostatic drop across the two oxides. It is not the full gate voltage: the flat-band offset and the band bending in the electrodes must be removed first. The elementary charge is $q>0$. At flat band, the conduction edge of layer $i$ lies $B_i$ above the energy of the electron considered, with $B_1>B_2>0$. Raising the electron energy by $\delta$ lowers both $B_i$ by $\delta$.

The model has sharp interfaces, no charge inside the oxides or at their junction, a parabolic mass in each layer, and coherent elastic tunnelling at zero transverse wavevector. Image forces and traps are left out.

The electron's potential energy falls with $x$, so the electrostatic potential $\phi$ rises. Let $F_i=d\phi/dx>0$ be its slope in layer $i$; the electric field is $-F_i$. Without free charge, Gauss's law makes the normal displacement continuous, and the two slopes must add up to the total drop:
\begin{align}
\varepsilon_1F_1&=\varepsilon_2F_2, & F_1t_1+F_2t_2&=V .
\end{align}
Call the common value of $\varepsilon_iF_i$ by the name $D$. Then $F_i=D/\varepsilon_i$, and the second condition gives $D=V/(t_1/\varepsilon_1+t_2/\varepsilon_2)$. The drop in layer $i$ is therefore
\begin{equation}
V_i=F_it_i=\alpha_iV,\qquad
\alpha_i=\frac{t_i/\varepsilon_i}{t_1/\varepsilon_1+t_2/\varepsilon_2}.
\label{eq:division}
\end{equation}
The weight is thickness divided by permittivity, as for capacitors in series. A sheet charge at the junction would make $\varepsilon_1F_1$ and $\varepsilon_2F_2$ unequal, and (\ref{eq:division}) would no longer hold.

Measured from the electron energy, the conduction edges under bias are
\begin{align}
U_1(x)&=B_1-qF_1x, & 0<x<t_1,\\
U_2(x)&=B_2-qV_1-qF_2(x-t_1), & t_1<x<t_1+t_2 .
\end{align}
The term $-qV_1$ in the second line couples the two layers: the voltage dropped in silica lowers the whole hafnia barrier, including its entry side. The edges at the entry and exit of each layer are
\begin{align}
a_1&=B_1, & b_1&=B_1-qV_1, \nonumber\\
a_2&=B_2-qV_1, & b_2&=B_2-qV,
\label{eq:edges}
\end{align}
where $V_1+V_2=V$ was used for $b_2$.

Where $U_i>0$ the electron is classically forbidden. The Schrödinger equation in layer $i$ is $\psi''=\kappa_i^2\psi$, with $\kappa_i=\sqrt{2m_iU_i}/\hbar$. Put $\psi=e^{f}$, so that $f''+f'^2=\kappa_i^2$. If $\kappa_i$ varies slowly, the leading solution is $f'=-\kappa_i$ for the decaying wave. For the next order write $f'=-\kappa_i+g$, and keep terms of first order in $g$ and in the gradient: $-\kappa_i'-2\kappa_ig=0$, hence $g=-\kappa_i'/(2\kappa_i)$. Integration gives
\begin{equation}
\psi\propto\kappa_i^{-1/2}\exp\left(-\int\kappa_i\,dx\right).
\label{eq:wkb}
\end{equation}
Transmission is proportional to $|\psi|^2$, which doubles the integral. The exponent is thus
\begin{equation}
S=2\int_{U>0}\kappa\,dx=S_1+S_2 ,
\end{equation}
and the transmission contains the factor $e^{-S}$.

In each layer $U$ is linear in position, so $dx=-t_i\,dU/(a_i-b_i)$. The minus sign reverses the limits of integration:
\begin{align}
S_i&=\frac{2\sqrt{2m_i}}{\hbar}\,\frac{t_i}{a_i-b_i}
\int_{b_i}^{a_i}\sqrt{(U)_+}\,dU \nonumber\\
&=\frac{4t_i\sqrt{2m_i}}{3\hbar}\,
\frac{(a_i)_+^{3/2}-(b_i)_+^{3/2}}{a_i-b_i},
\label{eq:main}
\end{align}
where $(u)_+=\max(u,0)$ removes the stretch in which the electron propagates. The denominator keeps the unclipped edges, because $a_i-b_i=qV_i$ fixes the slope of the barrier. Equations (\ref{eq:division}), (\ref{eq:edges}) and (\ref{eq:main}) give the bias-dependent exponent.

When both edges are positive, the fraction in (\ref{eq:main}) can be freed of its small denominator. With $r=\sqrt{a}$ and $s=\sqrt{b}$,
\begin{equation}
\frac{a^{3/2}-b^{3/2}}{a-b}
=\frac{(r-s)(r^2+rs+s^2)}{(r-s)(r+s)}
=\frac{a+\sqrt{ab}+b}{\sqrt a+\sqrt b}.
\label{eq:safe}
\end{equation}
At zero bias $a=b=B_i$, and the right side is $3\sqrt{B_i}/2$. The exponent then reduces to that of two rectangular barriers,
\begin{equation}
S(0)=\frac{2}{\hbar}\left(t_1\sqrt{2m_1B_1}+t_2\sqrt{2m_2B_2}\right).
\end{equation}

Rising bias brings three thresholds. For $qV<B_2$ both barriers are trapezoids. At $qV=B_2$ the far edge of hafnia reaches the electron energy, and beyond that the forbidden part of hafnia is a triangle:
\begin{equation}
S_2=\frac{4t_2\sqrt{2m_2}}{3\hbar}\,\frac{(B_2-qV_1)^{3/2}}{qV_2}.
\label{eq:triangle}
\end{equation}
At $qV_1=B_2$ this vanishes and hafnia is open throughout. Silica alone then supplies the exponent. At $qV_1=B_1$ the silica barrier becomes triangular in its turn, and for larger bias
\begin{equation}
S=\frac{4\sqrt{2m_1}\,B_1^{3/2}}{3\hbar qF_1},\qquad
F_1=\frac{V}{t_1+\varepsilon_1t_2/\varepsilon_2}.
\end{equation}
This is the Fowler–Nordheim form. Hafnia still matters in it, but electrostatically: it acts as an added silica thickness $\varepsilon_1t_2/\varepsilon_2$ that reduces the field. The thresholds occur in this order because $\alpha_1<1$ and $B_2<B_1$. At each of them the clipped term vanishes as a 3/2 power, so $S$ and its first derivative are continuous there.

For small bias, expand the square root about $B_i$. The mean lowering of the edge is $qV_1/2$ in silica and $q(V_1+V_2/2)$ in hafnia. To first order, a mean lowering $\Delta_i$ changes the mean of $\sqrt{U_i}$ by $-\Delta_i/(2\sqrt{B_i})$. Multiplication by $2t_i\sqrt{2m_i}/\hbar$ gives
\begin{equation}
S\simeq S(0)-qV\left[\frac{\alpha_1}{2}g_1+
\left(\alpha_1+\frac{\alpha_2}{2}\right)g_2\right],\qquad
g_i=\frac{t_i}{\hbar}\sqrt{\frac{2m_i}{B_i}} .
\label{eq:slope}
\end{equation}
The second layer has the larger voltage weight, since it feels the whole drop in the first. Throughout the range $qV<B_2$ the linear formula lies above the true WKB exponent: at each position $\sqrt{U}$ is a concave function of $V$, an integral of concave functions is concave, and a concave function lies below its tangent.

The change of mass at the junction might seem to call for another term in $S$. Matching the waves shows where its effect goes. Current conservation requires $\psi$ and $\psi'/m$ to be continuous. Define $v=\hbar k/m$ in the electrodes and $w=\hbar\kappa/m$ in the barriers, with a prime on $w$ for the exit side of a layer. Consider the range $qV<B_2$, neglect the gradient of $\kappa$ at the interfaces, and neglect waves that cross a barrier more than once.

At the entry, let the incident, reflected and decaying amplitudes be $1$, $r$ and $c$. Then
\begin{align}
1+r&=c, & iv_L(1-r)&=-w_1c .
\end{align}
The second relation is $1-r=iw_1c/v_L$. Adding the first gives $2=c(1+iw_1/v_L)$, so $|c|^2=4v_L^2/(v_L^2+w_1^2)$.

At the oxide junction a decaying wave $A$ produces a reflected wave $R$, which decays backwards, and a transmitted wave $C$:
\begin{align}
A+R&=C, & w_1'(A-R)&=w_2C .
\end{align}
Eliminating $R$ gives $C/A=2w_1'/(w_1'+w_2)$. At the collector the second condition becomes $-w_2'(A-R)=iv_RC$, whence $2A=C(1-iv_R/w_2')$ and $|C/A|^2=4w_2'^2/(w_2'^2+v_R^2)$.

Between interfaces, (\ref{eq:wkb}) multiplies the probability by $(w_i/w_i')e^{-S_i}$; the ratio of $\kappa$ values equals that of $w$ values because the mass is constant within a layer. The transmission is the ratio of currents, which adds a factor $v_R/v_L$. Collecting all factors,
\begin{align}
T&\simeq P\,e^{-S}, \nonumber\\
P&=\frac{4v_Lw_1}{v_L^2+w_1^2}\,
\frac{4w_1'w_2}{(w_1'+w_2)^2}\,
\frac{4w_2'v_R}{w_2'^2+v_R^2}.
\label{eq:prefactor}
\end{align}
At this order the mass step therefore enters the prefactor and adds nothing to the exponent. If all thicknesses are multiplied by $\lambda$ at fixed $V$, the edges and $P$ stay the same while $S$ becomes $\lambda S$. The change of $-\ln T$ with $\lambda$ thus isolates the exponent.

The gradient may be neglected where $|\kappa'|/\kappa^2=qF_i/(2U_i\kappa_i)$ is small. This fails near a turning point. The product $P$ shows the failure plainly: as $qV$ approaches $B_2$, $w_2'$ tends to zero and so does $P$, although the wave equation still carries a finite current. The exponent remains usable past that threshold, but the prefactor then needs a separate treatment.

As an example take round model parameters: $t_1=1.0$ nm, $\varepsilon_1=4$, $m_1=0.5\,m_0$ and $B_1=3.0$ eV for silica; $t_2=3.0$ nm, $\varepsilon_2=20$, $m_2=0.2\,m_0$ and $B_2=1.5$ eV for hafnia, with $m_0$ the free-electron mass. The values of $t_i/\varepsilon_i$ are 0.25 and 0.15 nm, so
\begin{equation}
\alpha_1=\frac{0.25}{0.25+0.15}=0.625,\qquad \alpha_2=0.375 .
\end{equation}
Silica is a quarter of the stack by thickness and takes five eighths of the voltage. At $V=1$ V its edge falls from 3.000 to 2.375 eV. The hafnia edge starts at $1.5-0.625=0.875$ eV and ends at 0.500 eV.

With energies in eV and lengths in nm, $\sqrt{2m_0}/\hbar=5.123\ \mathrm{nm^{-1}\,eV^{-1/2}}$. Equations (\ref{eq:main}) and (\ref{eq:safe}) give
\begin{align}
S_1&=\frac43(5.123)(1.0)\sqrt{0.5}\;
\frac{3+\sqrt{3(2.375)}+2.375}{\sqrt3+\sqrt{2.375}}=11.87,\\
S_2&=\frac43(5.123)(3.0)\sqrt{0.2}\;
\frac{0.875+\sqrt{0.875(0.5)}+0.5}{\sqrt{0.875}+\sqrt{0.5}}=11.36 .
\end{align}
The sum is $S=23.23$, against $12.55+16.84=29.39$ at zero bias. The exponential factor rises from $1.7\times10^{-13}$ to $8.1\times10^{-11}$, a gain of about 470. Of the fall of 6.15 in the exponent, hafnia provides 5.47 and silica 0.68. The layer with the smaller voltage drop thus provides most of the bias dependence, for the two reasons visible in (\ref{eq:slope}): its edge is lowered by the silica drop as well as its own, and its $g_i$ is larger. The initial slopes are 4.56 and 0.65 per volt. Their sum, 5.21 per volt, predicts $S=24.17$ at 1 V, which is 0.94 too high, on the side required by concavity.

The thresholds lie at 1.5 V, at $1.5/0.625=2.4$ V and at $3.0/0.625=4.8$ V. Not all of them can be reached in a real stack of these dimensions. Silica typically breaks down at about 1 to 1.5 V/nm, whereas $F_1$ is 1.25 V/nm at 2 V, 1.5 V/nm at 2.4 V and 3 V/nm at 4.8 V. The Fowler–Nordheim regime is therefore only a formal limit here; since it begins at $F_1=B_1/(qt_1)$, a thicker silica layer reaches it at a lower field. The table entries from 2 V upward illustrate the formula and do not imply that the stack would survive such a bias. The exponents between zero bias and 3 V are
\begin{equation}
\begin{array}{cccc}
V\,(\mathrm{V}) & S_1 & S_2 & S\\
0.0&12.55&16.84&29.39\\
1.0&11.87&11.36&23.23\\
1.5&11.51&6.87&18.38\\
2.0&11.13&1.53&12.66\\
2.4&10.82&0.00&10.82\\
3.0&10.31&0.00&10.31
\end{array}
\end{equation}
At 2 V the hafnia edge enters at $1.5-1.25=0.25$ eV and drops by 0.75 eV over 3 nm, so the forbidden stretch is 1 nm long. The last two rows show the much weaker bias dependence left when silica alone blocks the electron.

The prefactor requires electrode parameters. Take the free-electron mass in both electrodes, and let their band bottoms be level when the oxide drop is zero. A kinetic energy of 1 eV in the emitter then means 2 eV in the collector at 1 V. The three factors in (\ref{eq:prefactor}) are 1.400, 1.000 and 1.988, with product $P=2.78$. The middle factor is close to one although the masses differ by a factor of 2.5, because it depends on $w\propto\sqrt{U/m}$: the ratios $2.375/0.5=4.75$ and $0.875/0.2=4.375$ are nearly equal. The resulting transmission is $2.26\times10^{-10}$. Numerical solution of the wave equation for the same barrier gives $2.25\times10^{-10}$; the unrounded values differ by about 0.3 per cent of the wave result. So close a match should not be relied on for other parameters. At the hafnia exit $\kappa=5.123\sqrt{0.2(0.5)}=1.62\ \mathrm{nm^{-1}}$, and the neglected ratio $|\kappa'|/\kappa^2$ is $0.125/(2\times0.5\times1.62)\simeq0.08$, which is small but not negligible. When the emitter kinetic energy is varied from 0.2 to 8 eV at this bias, with the band bottoms still level at zero drop, the error stays within 1.5 per cent and changes sign. It becomes much larger as $qV$ approaches $B_2$: at 1.4 V, with the emitter energy again 1 eV, it is about 12 per cent. This agreement concerns the approximation within the model and says nothing about the accuracy of the model for a real stack.

The formula was tested in several independent ways. The potential was found by solving the discretized Poisson equation, and direct quadrature of $2\kappa$ on it reproduced each layer's exponent in all four bias regimes. The wave solution agreed with $Pe^{-S}$ within 5 per cent at 0, 0.5 and 1 V. Scaling the thicknesses at 1 V gave an exponent of 23.23 from the waves alone. At 2 V, with a turning point inside hafnia, it gave 12.66, again in agreement with the table. For that case the collector was given the mass and kinetic energy found at the hafnia exit, to suppress reflection there. The values are collected in the numerical output.

Both shortcuts named at the outset can now be priced. Dividing 1 V in proportion to thickness gives silica 0.25 V instead of 0.625 V and leaves the hafnia barrier too high. The exponent becomes 25.04, too large by 1.81, and the exponential factor is too small by a factor $e^{1.81}\simeq6$. With the correct voltage division but the thickness-averaged mass
\begin{equation}
\bar m=\frac{1.0(0.5)+3.0(0.2)}{4.0}\,m_0=0.275\,m_0
\end{equation}
in both layers, the exponent is 22.13. It is too small by 1.11, and the exponential factor is too large by a factor of about 3. The two errors have opposite signs here and partly cancel. With both shortcuts together the exponent is 24.07, still too large by 0.84, so the exponential factor remains too small by a factor of about 2.3, and the size of this residual understates each separate error.

A better average does not remove the difficulty. Since $S_i\propto\sqrt{m_i}$, the single mass $m_*$ that reproduces the total exponent at a given bias satisfies
\begin{equation}
\sqrt{m_*}=\frac{S_1+S_2}{S_1/\sqrt{m_1}+S_2/\sqrt{m_2}} .
\end{equation}
The tabulated exponents give $m_*=0.28\,m_0$ at zero bias and $0.30\,m_0$ at 1 V. From 2.4 V onward $S_2=0$ and $m_*=m_1=0.5\,m_0$. A mass fitted at one bias therefore fails at another, because the share of each layer in the exponent changes.

Under the opposite polarity the electron leaves the other electrode and meets hafnia first. Let $V$ now be the magnitude of the drop, and measure $B_1$ and $B_2$ from the energy of the electron in the new emitter. Equation (\ref{eq:main}) holds with the edges
\begin{align}
a_2&=B_2, & b_2&=B_2-qV_2, \nonumber\\
a_1&=B_1-qV_2, & b_1&=B_1-qV .
\end{align}
Different electrodes generally imply different barrier heights for the two directions. Even with equal heights the exponents differ. The mean lowering is now $qV_2/2$ in hafnia and $q(V_2+V_1/2)$ in silica. Subtracting the forward expansion (\ref{eq:slope}) from the reverse one gives
\begin{equation}
S_{\rm rev}-S_{\rm fwd}\simeq qV(\alpha_1g_2-\alpha_2g_1).
\end{equation}
Both products on the right contain $t_1t_2$, so the thicknesses drop out of the sign. To first order in bias, reverse tunnelling has the larger exponent if
\begin{equation}
\varepsilon_2\sqrt{\frac{m_2}{B_2}}>
\varepsilon_1\sqrt{\frac{m_1}{B_1}} .
\end{equation}
For the example the two sides are 7.3 and 1.6 in units of $\sqrt{m_0/\mathrm{eV}}$. At 1 V the full formula gives reverse exponents of 11.01 in silica and 15.74 in hafnia, with a total of 26.74 when the unrounded values are added. This exceeds the forward value by 3.51, so the forward exponential factor is larger by a factor of about 33.5. Silica is easier to cross in reverse, but hafnia is harder by a larger amount, since it no longer benefits from the silica drop.

To obtain a current density, $T$ must still be weighted by the electrode occupations and summed over energy and transverse wavevector. For a nonzero transverse wavevector $k_\parallel$ and isotropic masses, $\kappa_i^2=2m_iU_i/\hbar^2+k_\parallel^2$. This is equivalent to adding $\hbar^2k_\parallel^2/(2m_i)$ to $U_i$, an amount that differs between the layers. The separate masses then alter the effective barrier heights as well as the decay rates, and the edges in (\ref{eq:edges}) must be shifted layer by layer before the exponent is evaluated.

\section*{Computed values}
\begin{verbatim}
wave constant sqrt(2 m0)/hbar = 5.12317 nm^-1 eV^-1/2
silica: thickness = 1.0 nm, eps = 4.0
silica: mass = 0.50 m0, barrier = 3.00 eV
silica: t/eps = 0.2500 nm
silica: voltage fraction = 0.6250
silica: field at 1 V = 0.6250 V/nm
silica: entry edge at 1 V = 3.0000 eV
silica: exit edge at 1 V = 2.3750 eV
hafnia: thickness = 3.0 nm, eps = 20.0
hafnia: mass = 0.20 m0, barrier = 1.50 eV
hafnia: t/eps = 0.1500 nm
hafnia: voltage fraction = 0.3750
hafnia: field at 1 V = 0.1250 V/nm
hafnia: entry edge at 1 V = 0.8750 eV
hafnia: exit edge at 1 V = 0.5000 eV
hafnia exit threshold = 1.500 V
hafnia fully open threshold = 2.400 V
silica exit threshold = 4.800 V
bias table: V (V), S silica, S hafnia, S total
  0.0  12.5491  16.8364  29.3856
  0.5  12.2164  14.3724  26.5889
  1.0  11.8709  11.3625  23.2334
  1.5  11.5105  6.8735  18.3840
  2.0  11.1330  1.5274  12.6605
  2.4  10.8165  0.0000  10.8165
  3.0  10.3119  0.0000  10.3119
exp(-S) at 0 V = 1.7298e-13
exp(-S) at 1 V = 8.1260e-11
exponential gain, 0 to 1 V = 469.764
small-bias slope, silica = 0.6536 V^-1
small-bias slope, hafnia = 4.5599 V^-1
small-bias slope, total = 5.2135 V^-1
linear estimate of S at 1 V = 24.1721
emitter kinetic energy = 1.00 eV
collector kinetic energy at 1 V = 2.00 eV
electrode mass = 1.00 m0
interface factors at 1 V = 1.3997, 0.9996, 1.9876
prefactor P at 1 V = 2.7809
WKB transmission at 1 V = 2.2598e-10
wave transmission at 1 V = 2.2540e-10
scaling exponent from waves at 1 V = 23.2329
scaling exponent from waves at 2 V = 12.6614
reverse 1 V: S silica = 11.0094
reverse 1 V: S hafnia = 15.7356
reverse 1 V: S total = 26.7450
S at 1 V, voltage split by thickness = 25.0409
thickness-averaged mass = 0.2750 m0
S at 1 V, one averaged mass = 22.1274
\end{verbatim}
